\section*{Why linear response and polaron linearity give different Hubbard U values}

\section*{Question}

A semilocal density functional places an excess electron in a metal oxide too high in energy as its level fills, and it tends to spread the electron out. A Hubbard term on the metal $d$ orbital can repair this. One way to obtain $U$ is to perturb the $d$ orbital of the undoped host and measure its response. Another is to choose $U$ so that the energy of the polaron is linear in its fractional charge. Both procedures aim to remove a spurious curvature of the same functional. Why do they generally return different values?

\section*{Mechanism: two directions on one energy surface}

A curvature belongs to a direction. Linear response keeps the number of electrons fixed, so charge that enters the metal must leave other atoms, which in the cluster below are the oxygens. Filling the polaron adds an electron, and because the polaron state is a metal-oxygen hybrid, charge enters both. The first path leaves a hole on the ligand and the second does not. The projector then converts each curvature into a value of $U$, and it does so differently in the two cases.

A small cluster makes this quantitative. It has one metal orbital $d$ and four oxygen $p$ orbitals at the corners of a square around it. The nuclei are fixed, and the same geometry is used for both procedures. Atomic units are used in the algebra. The energy is
\begin{equation}
E=\sum_\sigma \mathrm{tr}(h\rho_\sigma)+\tfrac12\sum_{ij}\delta q_iK_{ij}\,\delta q_j+\frac U2\sum_\sigma n_\sigma(1-n_\sigma),
\qquad n_\sigma=\langle\phi|\rho_\sigma|\phi\rangle .
\end{equation}
Here $\delta q_i$ is the electron number on site $i$ relative to the ionic limit (empty $d$, full $p$), $K$ is the Hartree and exchange-correlation kernel of the approximate functional, taken as constant, and $\phi$ is the normalised Hubbard projector.

With the phases chosen so that every $d$-$p$ matrix element is $-t_{pd}$, the metal couples to $L=\frac12\sum_jp_j$ with matrix element $-t=-2t_{pd}$. The three other $p$ combinations do not couple to $d$ and stay full. A change $\delta q_L$ is shared equally by four oxygens, so its self-energy is $\frac12(\delta q_L/4)^2\sum_{jk}K_{jk}$. Each row of that sum is the same, hence
\begin{equation}
K_{LL}=\tfrac14\left(K_O+2V_{\rm adj}+V_{\rm diag}\right),\qquad K_{dL}=V_{dO},
\end{equation}
where $V$ denotes the intersite kernels. What remains is a two-level problem with a bonding state $b$ and an antibonding state $a$, separated by $G$. The host has $b$ filled in both spins. The polaron is a fraction $f$ of a spin-up electron in $a$.

\section*{Formula for linear response}

Take first $\phi=d$ and $U=0$. If $\Delta$ is the self-consistent $d$-$L$ level difference, then $G=\sqrt{\Delta^2+4t^2}$, and the host $d$ occupation per spin is
\begin{equation}
s=\frac12\left(1-\frac{\Delta}{G}\right),\qquad s(1-s)=\frac{t^2}{G^2},\qquad
\frac{ds}{d\Delta}=-\frac{2t^2}{G^3}\equiv -X .
\end{equation}
Raising the $d$ level by $\alpha$ with all interaction potentials frozen changes the total occupation $n_\uparrow+n_\downarrow$ by $\chi_0\alpha$, with $\chi_0=-2X$. When the potentials respond, a change $\delta n$ on $d$ comes with $-\delta n$ on $L$. The level difference then changes by
\begin{equation}
\alpha+(K_{dd}-K_{dL})\delta n-(K_{dL}-K_{LL})\delta n=\alpha+Q\,\delta n,
\qquad Q=K_{dd}+K_{LL}-2K_{dL}.
\end{equation}
So $\delta n=\chi_0(\alpha+Q\,\delta n)$. Dividing by $\chi_0\,\delta n$ and writing $\chi=\delta n/\alpha$ gives $\chi_0^{-1}=\chi^{-1}+Q$, or
\begin{equation}
U_{\rm LR}=\chi_0^{-1}-\chi^{-1}=Q .
\end{equation}
The hopping has cancelled. It controls how much charge moves, but not the interaction energy per unit of charge squared. This relies on there being a single charge-transfer channel. With several channels, as in a real oxide, the hoppings decide where the charge comes from, and $U_{\rm LR}$ depends on them.

For a general projector $\phi=\cos\theta\,d+\sin\theta\,L$, write $\phi_a=\langle\phi|a\rangle$, $d_a=\langle d|a\rangle$, and so on. The first-order change of each spin density is $y(|a\rangle\langle b|+|b\rangle\langle a|)$, with $y$ proportional to the $ab$ matrix element of the potential. Summed over spins, $\delta n=4y\phi_a\phi_b$ and $\delta q_d=4y\,d_ad_b=R\,\delta n$, where $R=d_ad_b/(\phi_a\phi_b)$. Orthogonality of $a$ and $b$ gives $L_aL_b=-d_ad_b$, so the matrix element is
\begin{equation}
\alpha\phi_a\phi_b+Q\,\delta q_d\,d_ad_b=\phi_a\phi_b\left(\alpha+QR^2\delta n\right).
\end{equation}
The interaction seen by the projector is therefore $QR^2$. With $n=\phi_b^2$ the host occupation per spin of the projector, and $1-n=\phi_a^2$,
\begin{equation}
U_{\rm LR}=Q\,\frac{s(1-s)}{n(1-n)} .\label{eq:lr}
\end{equation}

\section*{Formula for piecewise linearity}

The exact energy is linear in $f$ between integers. Because $E$ is stationary with respect to the orbitals, its derivative at fixed orbitals suffices, and $dE/df=\varepsilon_a$. The linearity condition used here is equality of the end levels,
\begin{equation}
\varepsilon_a(1)-\varepsilon_a(0)=\int_0^1C(f)\,df=0,\qquad C=\frac{d\varepsilon_a}{df}.
\end{equation}
It makes the average curvature vanish, not the curvature at each $f$.

With frozen orbitals the added charge is $f(w_d,w_L)$, where $w_d=d_a^2$ and $w_L=1-w_d$. The projector occupation grows by $fw$, where $w=\phi_a^2=1-n$. The quadratic terms of the energy are $\frac12f^2B-\frac12Uf^2w^2$, so
\begin{equation}
C=B-Uw^2,\qquad B=K_{dd}w_d^2+2K_{dL}w_dw_L+K_{LL}w_L^2,\qquad U_{\rm PL}^{\rm frozen}=\frac{B}{(1-n)^2}.\label{eq:pl}
\end{equation}
For $\phi=d$ and $r=w_L/w_d$ this is $K_{dd}+2K_{dL}r+K_{LL}r^2$. Subtracting $Q$ and factorising,
\begin{equation}
U_{\rm PL}^{\rm frozen}-U_{\rm LR}=2K_{dL}(1+r)-K_{LL}(1-r^2)=(1+r)\left[2K_{dL}-K_{LL}(1-r)\right].\label{eq:diff}
\end{equation}
The two agree if $K_{LL}(1-r)=2K_{dL}$, a condition that nothing in the physics enforces. Even for a fully localised polaron, $r\to0$, the difference is $2K_{dL}-K_{LL}$: linear response has counted the ligand hole and its attraction to the added $d$ electron.

The orbitals also relax as the polaron fills. Let $r_\sigma$ be the amplitude of $|a\rangle\langle b|+|b\rangle\langle a|$ in the density of spin $\sigma$. Rotating $b$ towards $a$ by a small angle $\eta$, and $a$ towards $-b$, gives $r_\uparrow=(1-f)\eta$ and costs $(1-f)\eta^2G_\uparrow=r_\uparrow^2/(2S_\uparrow)$. Thus
\begin{equation}
S_\uparrow=\frac{1-f}{2G_\uparrow},\qquad S_\downarrow=\frac1{2G_\downarrow}.
\end{equation}
The rotation moves charge $r_\sigma D_\sigma$ from $L$ to $d$ and changes $n_\sigma$ by $r_\sigma P_\sigma$, where $D=2d_ad_b$ and $P=2\phi_a\phi_b$ are taken with the orbitals of that spin. For an added charge $\delta f$ the second-order energy is
\begin{equation}
\tfrac12(B-Uw^2)\,\delta f^2+\delta f\,g^Tr+\tfrac12r^T(S^{-1}+M)r,
\end{equation}
with
\begin{align}
g_\sigma&=\left[(K_{dd}-K_{dL})w_d+(K_{dL}-K_{LL})w_L\right]D_\sigma-UwP_\sigma\delta_{\sigma\uparrow},\\
M_{\sigma\sigma'}&=QD_\sigma D_{\sigma'}-UP_\sigma^2\delta_{\sigma\sigma'} .
\end{align}
Setting the derivative with respect to $r$ to zero gives $r=-\delta f\,(S^{-1}+M)^{-1}g$, and inserting it,
\begin{equation}
C=B-Uw^2-g^T(S^{-1}+M)^{-1}g .\label{eq:c}
\end{equation}
At $f=1$, where $S_\uparrow=0$, the inverse is read as $S(1+MS)^{-1}$. In a stable state $S^{-1}+M$ is positive, so relaxation lowers the curvature. Finite differences of the five-orbital self-consistent level, at four combinations of projector, $f$ between 0.2 and 0.7, and $U$ between 0 and 5 eV, agree with (\ref{eq:c}) to about $3\times10^{-7}$ eV.

One more effect enters. The Hubbard potential $U(\frac12-n_\sigma)$ is repulsive on a projector that is less than half full. It raises the $d$ level and changes the hybridisation, so $U_{\rm PL}$ must be found self-consistently.

\section*{Numbers for a titanium-like cluster}

The parameters are round values: metal-oxygen distance 2.0 angstrom, electronic permittivity 6, ionic level gap 2.0 eV, $t_{pd}=0.8$ eV, $K_{dd}=4.0$ eV and $K_O=5.0$ eV. The intersite kernels are screened Coulomb terms. With $K_{dL}=1.20$ eV, the adjacent and diagonal oxygen pairs are $\sqrt2$ and 2 times farther apart, so
\begin{equation}
K_{LL}=\tfrac14\left(5+2\times\frac{1.20}{\sqrt2}+\frac{1.20}{2}\right)=1.82\ \mathrm{eV},\qquad
Q=4.00+1.82-2.40=3.42\ \mathrm{eV}.
\end{equation}
Finite perturbations of the full cluster give $\chi_0=-0.1181$ and $\chi=-0.0841$ per eV, hence $U_{\rm LR}=-8.47+11.89=3.42$ eV, as derived.

Although the host is nominally $d^0$, its $d$ occupation is $s=0.155$ per spin. The polaron has $w_d=0.8455$ and $w_L=0.1545$, so
\begin{equation}
B=4.00(0.8455)^2+2.40(0.8455)(0.1545)+1.82(0.1545)^2=3.216\ \mathrm{eV},
\end{equation}
and the frozen estimate is $3.216/0.8455^2=4.50$ eV. The self-consistent result is $U_{\rm PL}=4.18$ eV, which is 0.76 eV above $U_{\rm LR}$. Several effects separate it from 4.50 eV, and they partly cancel. The first is rehybridisation: at $U_{\rm PL}$ the empty polaron state has $w_d=0.903$, and repeating the frozen estimate with this weight gives 4.28 eV. Relaxation lowers the value further: the $U$ that makes the relaxed curvature vanish at $f=0$ is 3.95 eV. The curvature then changes during filling, and making its average vanish instead brings $U$ back up to 4.18 eV.

With $U_{\rm LR}$ in place, the polaron level still rises by 0.59 eV between $f=0$ and $f=1$, and the energy at $f=\frac12$ lies 0.07 eV below the straight line. Without any $U$ these figures are 3.13 and 0.39 eV. At $U_{\rm PL}$ the midpoint error is 0.2 meV, small but not zero. Filling the polaron there raises the total $d$ occupation by 0.85, less than the initial weight 0.90.

\section*{Hybridisation and the choice of projector}

Varying $t_{pd}$ through 0.05, 0.4, 0.8 and 1.2 eV, with the other parameters and the $d$ projector held fixed, leaves $U_{\rm LR}$ at 3.42 eV, while $U_{\rm PL}$ goes through 4.00, 4.05, 4.18 and 4.38 eV. The first value is the localised limit $K_{dd}$. Its distance from $Q$, 0.58 eV, is the ligand-hole term $2K_{dL}-K_{LL}$. Hybridisation supplies the further growth, in the direction given by the $r$ terms of (\ref{eq:diff}).

Now keep the cluster fixed and rotate the projector. A negative angle gives it the antibonding oxygen tail of the polaron.
\begin{center}
\begin{tabular}{rccc}
$\theta$ (deg) & $n$ & $U_{\rm LR}$ (eV) & $U_{\rm PL}$ (eV)\\
$-10$ & 0.052 & 9.12 & 3.46\\
$-5$ & 0.097 & 5.11 & 3.75\\
0 & 0.155 & 3.42 & 4.18\\
5 & 0.223 & 2.59 & 4.83\\
10 & 0.299 & 2.14 & 5.82
\end{tabular}
\end{center}
The trends are opposite, as (\ref{eq:lr}) and (\ref{eq:pl}) require for $n<\frac12$. Linear response needs a projector that overlaps both filled and empty states. Linearity needs overlap with the polaron state. If the projector is the polaron state of the host itself, at $-23.15^\circ$, then $n=0$: the response vanishes and $U_{\rm LR}$ is undefined, whereas $U_{\rm PL}=3.20$ eV is finite.

Opposite trends allow a crossing. Equating (\ref{eq:lr}) and (\ref{eq:pl}) and multiplying by $n(1-n)^2$ gives $Bn=Qs(1-s)(1-n)$, so
\begin{equation}
n=\frac{Qs(1-s)}{B+Qs(1-s)}=\frac{0.447}{3.22+0.447}=0.122 .
\end{equation}
The self-consistent crossing nearest the $d$ orbital lies at $n=0.129$, $\theta=-2.1^\circ$, with both values equal to 3.98 eV. Because $n$ rises again beyond $-23.15^\circ$, there is a second crossing near $-44^\circ$, at $n=0.124$ and 4.11 eV. Agreement of the two methods in one calculation can thus be an accident of the projector.

\section*{What a fixed-number response cannot know}

The argument extends beyond two levels, for any quadratic kernel on sites that hold all the charge. Replace $K_{ij}$ by $K_{ij}+c_i+c_j$. The potential on site $i$ changes by
\begin{equation}
c_i\sum_j\delta q_j+\sum_jc_j\,\delta q_j .
\end{equation}
At the host electron number the first term is zero and the second is the same on every site, so no occupation changes. All fixed-number responses of the host are blind to $c$. The addition curvature is not: since the polaron weights sum to one, $B$ changes by $2\sum_ic_iw_i$. With $c=0.3$ eV on the metal and $-0.1$ eV on each oxygen, $U_{\rm LR}$ stays at 3.42 eV and $U_{\rm PL}$ moves to 4.78 eV. For an isolated cluster, no formula can therefore recover $U_{\rm PL}$ from fixed-number responses of the host alone. One more piece of information removes the freedom. A shift $c_i+c_j$ does not decay with distance, so in an extended host whose kernel is known to approach the screened Coulomb tail, the full site-resolved response matrix, including charge transfer between distant sites, fixes $c$ and with it $K$. The single number $U_{\rm LR}$ does not.

A charged supercell contains such a term. To leading order, a localised charge in a cubic cell of side 10 angstrom, with a neutralising background and permittivity 6, interacts with its images so as to add $-0.68$ eV to the curvature. Left uncorrected, this lowers $U_{\rm PL}$ to 3.30 eV, below the unchanged $U_{\rm LR}$. Even the sign of the discrepancy can be a finite-size artefact.

Spin gives a further distinction. The perturbation used here acts on both spins, so each takes $\delta n/2$ and the Hubbard potential changes by $-U\delta n/2$. With $U$ switched on and $\phi=d$, the measured interaction is $Q-U/2$; for $U=3.0$ eV it is $3.42-1.50=1.92$ eV. The polaron occupies one spin channel and feels the full $-Uw$.

\section*{Relation to a real oxide}

The distance and permittivity are roughly those of titanium dioxide. The kernel values are effective model parameters, and the cluster gap of 3.7 eV is well above the roughly 2 eV that semilocal functionals give for that solid. The real metal has six oxygen neighbours, shared with other metals. The numbers show a mechanism and do not recommend a $U$ for titanium.

Several omissions can be sized, each changed alone. A spin-polarisation energy $-\frac I4(n_{d\uparrow}-n_{d\downarrow})^2$ with $I=0.7$ eV lowers $U_{\rm PL}$ to 3.81 eV; it leaves $U_{\rm LR}$ alone, because the perturbed host remains unpolarised. Moving the $d$ level by 0.5 eV down or up, as a lattice distortion might, gives 4.23 or 4.15 eV. An oxygen-oxygen hopping of 0.3 eV, with the sign that raises the level of $L$, gives 4.24 eV; the opposite sign lowers $U_{\rm PL}$ instead. If a neighbouring metal is coupled by 0.2 eV and lies 1.0 eV higher, a two-level estimate lets about 4\% of the polaron leak out, which lowers the metal's own contribution to the curvature, $K_{dd}$ for a localised polaron, by roughly 0.3 eV. The effect on $U_{\rm PL}$ is smaller: a leaked fraction $l$ that stays fixed during filling multiplies both the cluster part of $B$ and $w^2$ by $(1-l)^2$, which cancels in $B/w^2$, and only the terms that involve the charge on the neighbour remain. The leak is not in fact fixed: the added charge raises the neighbour's level, and for a neighbour 3 angstrom away that carries the same $U$ the leak falls from about 3\% to 1\% during filling. The resulting shift of $U_{\rm PL}$ is still only about $+0.03$ eV. Thermal excitation across the gap is negligible at 300 K, where $k_BT=0.026$ eV. Spin polarisation thus removes about half of the 0.76 eV difference, and the uncorrected image term reverses its sign in the 10 angstrom cell; in a 12 angstrom cell it nearly cancels the difference but does not reverse it.

For a polaron calculation in which linearity is the aim, $U_{\rm PL}$ is the consistent choice, provided that the image term is corrected and the projector and geometry are those of the calculation itself. It belongs to that state and that projector. Equal end levels fix the change of the level with filling; they do not by themselves guarantee that its position is right. The numerical output lists the main values used here.

\section*{Computed results}
\begin{verbatim}
metal-oxygen distance 2.00 angstrom; permittivity 6.0
ionic d-p level gap 2.00 eV; d-p hopping 0.80 eV
on-site kernel: metal 4.00 eV, oxygen 5.00 eV
reduced kernel K_dd 4.000, K_dL 1.200, K_LL 1.824 eV
charge-transfer kernel Q 3.424 eV
host d occupation per spin 0.1545; host gap 3.742 eV
polaron weights at U=0, f=0: d 0.8455, L 0.1545
chi0 -0.11807 per eV; chi -0.08408 per eV
U_LR 3.424 eV
frozen addition curvature B 3.216 eV; frozen U 4.500 eV
U for zero initial curvature, relaxed 3.950 eV
U_PL from equal end levels 4.183 eV
U_PL - U_LR 0.759 eV
polaron d weight at U_PL, f=0 0.9028
U=zero: level drift 3.1301 eV, midpoint energy error -0.3918 eV, d gain 0.7682
U=U_LR: level drift 0.5878 eV, midpoint energy error -0.0740 eV, d gain 0.8379
U=U_PL: level drift -0.0000 eV, midpoint energy error -0.0002 eV, d gain 0.8525
response U left with Hubbard U=3.0 eV on: 1.924 eV
largest curvature-formula error 3.1e-07 eV
hopping (eV), host d occupation per spin, U_LR (eV), U_PL (eV)
  0.05  0.0024  3.424  4.001
  0.40  0.0774  3.424  4.045
  0.80  0.1545  3.424  4.183
  1.20  0.2092  3.424  4.384
projector angle (deg), host occupation per spin, U_LR (eV), U_PL (eV)
  -10  0.0517  9.118  3.463
  -5  0.0970  5.107  3.749
  0  0.1545  3.424  4.183
  5  0.2226  2.586  4.831
  10  0.2990  2.135  5.821
crossing: angle -2.09 deg, occupation 0.1291, U 3.980 eV
polaron-state projector: angle -23.15 deg, |chi0| below 1e-8 per eV, U_PL 3.196 eV
hidden kernel change c: metal 0.3, oxygen -0.1 eV
  then U_LR 3.424 eV, U_PL 4.779 eV
cubic cell 10.0 angstrom: Madelung number -2.8373, image curvature -0.681 eV
  uncorrected cell: U_LR 3.424 eV, U_PL 3.303 eV
spin-polarisation parameter 0.7 eV: U_PL 3.812 eV
d level shifted by -/+ 0.5 eV: U_PL 4.229 / 4.149 eV
oxygen-oxygen hopping 0.3 eV: U_PL 4.241 eV
neighbour metal: hopping 0.2 eV, trap depth 1.0 eV, leaked weight 0.0358
  rough curvature change 2*leak*K_dd 0.286 eV
thermal energy at 300 K 0.0259 eV; host gap / kT 145
\end{verbatim}
